Optimal separable form of a semilocal pseudopotential below a plane-wave cutoff

**A projector that is worse than none, in norm**

Take a model p-channel potential with a range of 1 Å and use it with wavefunctions below a cutoff of 500 eV. As an operator on those wavefunctions its norm, the largest modulus of its eigenvalues, is 43.9 eV. Replace it by a one-projector Kleinman–Bylander form built from a smooth oscillator function, and the norm of the error is 79.2 eV. Leaving the term out altogether would have given an error norm of 43.9 eV. The best single projector leaves 17.5 eV. These norms are worst cases over all wavefunctions below the cutoff; for a particular bound state the ranking can be reversed, as the energies below show.

The model, with x = r/rc, rc = 1 Å and V0 = 100 eV, is

ΔV(r) = V0 (1 − x²)² (1 − 4x²) for x < 1, and zero beyond.

With t = x², the derivative of (1 − t)²(1 − 4t) is (1 − t)(12t − 6), so the minimum lies at t = 1/2 and equals −V0/4 = −25 eV. The potential is repulsive inside rc/2 and attractive outside. That change of sign makes the failure possible.

**The operator that has to be approximated**

Atomic units are used in the algebra, so the cutoff energy is qc²/2. A semilocal term multiplies the part of a wavefunction with angular momentum l by ΔV(r). Write such a part in momentum space as [f(q)/q] Y_lm. The plane-wave expansion e^{iq·r} = 4π Σ i^l j_l(qr) Y_lm(r̂) Y_lm*(q̂), with the Fourier prefactor (2π)^(−3/2), gives i^l [u(r)/r] Y_lm in real space, where

u(r) = ∫₀^qc b(q,r) f(q) dq,
b(q,r) = √(2/π) qr j_l(qr) = √(qr) J_ν(qr), ν = l + 1/2.

The factor √(2/π) is 4π/(2π)^(3/2). Since the Fourier transform is unitary, ∫|u|² dr over all r equals ∫|f|² dq. Let B be the map from f to u restricted to r < rc. The matrix element of the semilocal term is ∫₀^rc u* ΔV u′ dr, so its kernel is

K(q,q′) = ∫₀^rc b(q,r) ΔV(r) b(q′,r) dr, or K = B†ΔVB.

It is the same for every m. It is real, symmetric and square-integrable on a finite square, so it has real eigenvalues λ_i, accumulating only at zero, and orthonormal eigenfunctions u_i(q). We order them by decreasing |λ_i|.

**What the usual construction does**

A one-projector Kleinman–Bylander form built from a reference function f is

A = K|f⟩⟨f|K / ⟨f|K|f⟩.

It satisfies Af = Kf, so it is exact for the reference function. Suppose first that K has no negative eigenvalue. Put g = K^(1/2)f and let P be the projector on g. Then A = K^(1/2)PK^(1/2), and the error K − A = K^(1/2)(1 − P)K^(1/2) lies between zero and K. Its norm cannot exceed that of K, so the projector cannot do worse than omission.

If K has both signs this argument is lost. The form A has a single nonzero eigenvalue, and its sign is that of ⟨f|K|f⟩. Suppose this sign is negative while λ₁, the eigenvalue of largest modulus, is positive. Then

⟨u₁|K − A|u₁⟩ = λ₁ + λ₁²|⟨u₁|f⟩|² / |⟨f|K|f⟩| ≥ λ₁.

The projector acts on u₁ with the wrong sign, and the error is at least that of omission. This is what happens with the oscillator function used here, f ∝ q² exp(−a²q²/2) with a = 0.5 Å. It samples mostly the attractive outer region, so that ⟨f|K|f⟩ = −7.2 eV for normalised f, and the error is 79.2 eV. Cancellation between repulsive and attractive contributions in ⟨f|K|f⟩ can make the quotient larger still. More functions help unevenly: four oscillator functions leave 0.509 eV, whereas the best four projectors leave 0.039 eV. Exactness for chosen states and a small error for all states are different aims.

**The best N projectors**

Let A be any operator of rank N. The first N + 1 eigenfunctions of K span a space of dimension N + 1, so A must annihilate some unit vector v = Σc_i u_i in it. Hence

‖(K − A)v‖² = ‖Kv‖² = Σ_{i≤N+1} λ_i²|c_i|² ≥ λ²_{N+1}.

No rank-N form has an error norm below |λ_{N+1}|. The truncated sum

K_N = Σ_{i≤N} λ_i |u_i⟩⟨u_i|

reaches this value, because its error has eigenvalues λ_{N+1}, λ_{N+2} and so on.

The same choice minimises the Hilbert–Schmidt error, the root of the summed squares of all matrix elements. Let P project on the range of A. The parts of K − A outside and inside this range are orthogonal, and the outside part is (1 − P)K. Therefore

‖K − A‖²_HS ≥ Σλ_i² − Σλ_i² p_i, p_i = ⟨u_i|P|u_i⟩.

Each p_i lies between 0 and 1 and their sum is at most N, so the subtraction is largest when the first N weights are one. The minimum is Σ_{i>N} λ_i². A least-squares search for three projectors, started from random vectors and using no eigenvectors, reached 0.2673 eV, the square root of this minimum.

The norm also controls energies. Write δ = |λ_{N+1}|. For every f, ⟨f|K − K_N|f⟩ lies between −δ⟨f|f⟩ and δ⟨f|f⟩. By the min–max principle each ordered energy of the cutoff Hamiltonian then moves by at most δ. This holds for one isolated atom. If several channels are truncated, their errors act on orthogonal angular functions, and the largest one sets the norm.

**Why the matrix must be weighted**

On a quadrature grid with points q_i and weights w_i, the eigenvalue equation is

Σ_j K(q_i,q_j) w_j f_j = λ f_i.

Multiply by √w_i and set g_i = √w_i f_i. This gives Mg = λg with

M_ij = √w_i K(q_i,q_j) √w_j.

M is symmetric, and Σg_i² = Σw_i f_i² approximates ∫f² dq. Orthogonality of its eigenvectors is thus orthogonality of functions. Decomposing the bare table K(q_i,q_j) minimises an error in which crowded grid points count too much. On the grid used here the bare decomposition with four terms has a true error of 0.0430 eV instead of 0.0393 eV, about 10% more. The size of this loss depends on the grid.

**Projectors that stay inside rc**

The functions u_i live below qc, so their real-space transforms have tails beyond rc. Localised projectors follow from

φ_i = Bu_i, β_i(r) = ΔV(r) φ_i(r).

Each β_i vanishes beyond rc, and B†β_i = B†ΔVBu_i = λ_i u_i. Consequently

Σ_{i≤N} B†|β_i⟩ (1/λ_i) ⟨β_i|B = Σ_{i≤N} λ_i |u_i⟩⟨u_i| = K_N.

This is again a Kleinman–Bylander form, generalised to several projectors. Its reference functions now satisfy ⟨φ_i|ΔV|φ_j⟩ = λ_i δ_ij, so a small denominator λ_i always comes with an equally small B†β_i, and the i-th term of the sum has norm |λ_i|.

The restriction to q < qc matters. Below the cutoff β_i has norm |λ_i|, which compensates the factor 1/λ_i. Its components above the cutoff have no such bound, and division by a small λ_i can magnify them. For the error bound to hold, the design cutoff must therefore be at least the largest one at which the projectors will be used. Five projectors designed at 500 eV and used at 1000 eV have an error norm of 3.4 eV, against 0.039 eV for the best five at that cutoff. A smooth state may hardly notice: the bound p state introduced below then moves by only a few μeV.

The procedure is to choose qc and an energy tolerance, diagonalise M, keep every eigenvalue with |λ_i| above the tolerance, and form the β_i.

**What the numbers say about energies**

The eigenvalues in eV are 43.9, −17.5, −4.93, 0.264, −0.0393 and −0.0000497, followed by smaller ones. The first is 1.613 hartree. For a tolerance of 1 meV five projectors are needed, since the fifth eigenvalue is 39 meV in modulus and the sixth 0.05 meV.

To see the effect on a state, add a local well −150 eV exp[−(r/1 Å)²]. Its lowest p state lies at −55.815 eV in the cutoff space. A real-space finite-difference solution gives −55.824 eV. The 9 meV between them comes almost entirely from the cutoff: at 4000 eV the state lies at −55.8244 eV, and the finite step accounts for less than 0.1 meV. It is no error of the separable form.

With N = 1, 2, 3, 4 projectors the state shifts by 11.69, −0.0150, −0.0166 and 0.0045 eV. The second shift is far below its bound of 4.93 eV. The reason can be extracted from the shifts themselves. Switch on the n-th term as sλ_n|u_n⟩⟨u_n| with s from 0 to 1. For a normalised nondegenerate state f_s, dE/ds = λ_n|⟨u_n|f_s⟩|², so

average of |⟨u_n|f_s⟩|² over s = (E_n − E_{n−1})/λ_n,

where E_n is the energy with n terms. For n = 2 this is (−0.0150 − 11.6919)/(−17.507) = 0.67. For n = 3 it is (−0.01657 + 0.01499)/(−4.930) = 0.0003. This state hardly contains u₃, so omitting a term of 4.93 eV barely affects it. Another state may contain more of u₃, and the bound has to cover that state too.

The same state shows what the norm does not measure. Omitting the term shifts it by +7.39 eV. The oscillator projector, worst in norm, shifts it by only −0.26 eV. The norm-optimal single projector shifts it by +11.69 eV, more than omission. A Kleinman–Bylander form built from the bound state itself reproduces it exactly, with an error norm of 65.7 eV. The norm is a guarantee for all states below the cutoff, not a ranking for the states of interest.

**Where qc rc enters**

Set q = qc y and r = rc x. Then b depends on cxy alone, with

c = qc rc,

and K(q,q′)dq′ acquires the factor qc rc = c from dr dq′. For a fixed profile ΔV(rc x), the eigenvalues depend on qc and rc through c alone. Halving qc and doubling rc left the leading ten unchanged within the tolerance of the test, which is too coarse to check the smallest of them.

To separate geometry from potential, let s_n be the singular values of B, in decreasing order. B is a piece of a unitary transform, so 0 ≤ s_n ≤ 1. Since ⟨f|K|f⟩ = ∫ΔV|Bf|² dr, the min–max principle gives separate bounds for the ordered positive and negative eigenvalues:

λ_n⁺ ≤ max(ΔV) s_n², |λ_n⁻| ≤ |min(ΔV)| s_n².

A bound for the common order by modulus follows from optimality. Let Q project on the first N right singular vectors of B. Then KQ has rank at most N, and

|λ_{N+1}| ≤ ‖K(1 − Q)‖ = ‖B†ΔVB(1 − Q)‖ ≤ max|ΔV| s_{N+1},

where s₁ ≤ 1 was used. It is safe but loose: for the sixth eigenvalue it gives 100 eV × √(6.66×10⁻⁶) = 0.26 eV, against an actual 0.00005 eV.

**How many singular values are large**

The sum of s_n² is the integral of b² over the rectangle. With t = qr,

T_ν(c) = Σs_n² = ∫₀^rc (dr/r) ∫₀^{qc r} tJ_ν²(t) dt = ∫₀^c tJ_ν²(t) ln(c/t) dt,

after exchanging the order of integration. For l = 0, tJ²_{1/2} = (2/π) sin²t = (1 − cos 2t)/π. Integrating the cosine term by parts gives

T_{1/2} = c/π − (1/2π)∫₀^{2c} (sin t/t) dt → c/π − 1/4.

For higher l, use J_ν′ = νJ_ν/t − J_{ν+1} and J_{ν+1}′ = J_ν − (ν+1)J_{ν+1}/t. In the derivative of tJ_νJ_{ν+1} the terms in J_νJ_{ν+1} have coefficient 1 + ν − (ν+1) = 0, leaving

(tJ_νJ_{ν+1})′ = t(J_ν² − J²_{ν+1}).

Since dT_ν/dc = (1/c)∫₀^c tJ_ν² dt, this gives

T_ν − T_{ν+1} = ∫₀^c J_νJ_{ν+1} dt.

Call the integral to infinity I_ν. The first recurrence gives I_ν = ν∫J_ν²dt/t, because ∫J_νJ_ν′dt vanishes. The relation 2νJ_ν/t = J_{ν−1} + J_{ν+1} gives 2ν∫J_ν²dt/t = I_{ν−1} + I_ν. Together they yield I_ν = I_{ν−1}. The starting value is I_{1/2} = (1/π)∫₀^∞ sin²t/t² dt = 1/2. Hence, at fixed l and for large c,

Σs_n² → c/π − l/2 − 1/4.

In the example qc = 11.456 Å⁻¹, or 6.062 bohr⁻¹, so c = 11.456 and the estimate is 3.647 − 0.5 − 0.25 = 2.897. The computed sum is 2.928. The individual s_n² are 1.000, 0.997, 0.815, 0.113 and 0.0015: about three directions fit into the sphere and below the cutoff together, and then the values plunge. The sum alone does not prove so sharp an edge; the computed spectrum shows it.

**Why the tail falls faster than an exponential**

Expand the r-dependence of B in the functions

T_n(r) = √(2m/rc) x^{ν+1/2} P_n^{(0,ν)}(2x² − 1), m = 2n + l + 3/2,

with Jacobi polynomials P_n. Rodrigues' formula, with t = x², is t^νP_n = (1/n!) dⁿ/dtⁿ[t^{n+ν}(t − 1)ⁿ]. Integrating by parts n times, with vanishing boundary terms, gives

∫₀¹ t^{ν+k}P_n dt = k! Γ(k+ν+1) / [(k−n)! Γ(k+n+ν+2)], k ≥ n,

and zero for k < n. Different P_n are therefore orthogonal with weight t^ν. The leading coefficient of P_n in t is Γ(2n+ν+1)/[n!Γ(n+ν+1)]; times the moment with k = n it gives ∫t^νP_n²dt = 1/m. With dt = 2x dx, the T_n are orthonormal. They are complete, since polynomials in x² are.

Now insert the series J_ν(zx) = Σ_k (−1)^k (zx/2)^{2k+ν}/[k!Γ(k+ν+1)]. The moments cancel its denominators, and with k = n + j

∫₀¹ x^{ν+1}J_ν(zx)P_n dx = ½(−1)ⁿ Σ_j (−1)^j (z/2)^{2j+m−1}/[j!Γ(j+m+1)] = (−1)ⁿJ_m(z)/z.

With z = q rc this means

B†T_n = (−1)ⁿ √(2m rc) J_m(z)/√z, ‖B†T_n‖² = 2m∫₀^c J_m²(t) dt/t.

Keeping the first N functions T_n gives a rank-N approximation to B. Its error bounds the next singular value:

s²_{N+1} ≤ Σ_{n≥N} 2m∫₀^c J_m²(t) dt/t ≤ Σ_{n≥N} (c/2)^{2m}/Γ(m+1)².

The last step uses |J_m(t)| ≤ (t/2)^m/Γ(m+1), which follows from Poisson's integral because a cosine is at most one. From n to n + 1 the final summand changes by the factor {(c/2)²/[(m+1)(m+2)]}², which itself tends to zero. The decay is therefore faster than any exponential at fixed c.

The bounds are not estimates. For s₅² the integral bound is 0.213 and the actual value 0.0015; the closed bound is then still above one and drops below it at the seventh singular value. The tenth computed eigenvalue, about 10⁻¹⁴ eV in modulus, is comparable with the rounding error for a matrix of norm 43.9 eV, so its digits carry no meaning.

**Small and large cutoffs**

For small c, j_l(qr) ≈ (qr)^l/(2l+1)!! makes b a product of a function of q and one of r. One projector then suffices to leading order, with

λ₁ ≈ (2/π) qc^{2l+3} / {(2l+3)[(2l+1)!!]²} ∫₀^rc r^{2l+2} ΔV dr,

unless the integral vanishes. For the example, in units of V0 rc⁵, it is 1/5 − 6/7 + 1 − 4/11 = −8/385. Slow p waves see a weak attraction, because the weight r⁴ favours the outer region. At 500 eV the largest eigenvalue is positive, since shorter waves resolve the repulsive core.

At cutoffs of 125, 500, 2000 and 8000 eV, c doubles each time and 3, 5, 9 and 16 projectors are needed for 1 meV. The last doubling adds 7, while c/π grows by 7.29. The integral bound, applied to each sign separately, guarantees that 8, 15, 28 and 52 suffice, roughly three times as many as needed. It is a certificate; the number to use comes from diagonalising M. The first ten eigenvalues and the bounds on the first ten s_n² are in the numerical output below.

Computed results

```
Channel l = 1; rc = 1.00 angstrom; V0 = 100.0 eV
Potential maximum, minimum = 100.00, -25.00 eV
Cutoff energy = 500.0 eV; qc = 11.4558 1/angstrom
Cutoff conversion: 18.3747 hartree; qc = 6.0621 1/bohr
c = qc rc = 11.4558; c/pi = 3.6465 (dimensionless)
Sum of s_n^2 = 2.9278; estimate = 2.8965
n | lambda_n (eV) | s_n^2 | integral bound | closed bound
 1 |  4.390150e+01 | 1.000e+00 | 2.928e+00 | 5.623e+03
 2 | -1.750686e+01 | 9.973e-01 | 2.062e+00 | 5.064e+03
 3 | -4.929752e+00 | 8.155e-01 | 1.312e+00 | 2.642e+03
 4 |  2.644160e-01 | 1.135e-01 | 7.173e-01 | 6.019e+02
 5 | -3.926049e-02 | 1.513e-03 | 2.134e-01 | 6.159e+01
 6 | -4.968561e-05 | 6.659e-06 | 2.528e-02 | 3.132e+00
 7 | -3.645523e-08 | 1.434e-08 | 1.326e-03 | 8.696e-02
 8 |  1.625801e-10 | 1.726e-11 | 3.531e-05 | 1.422e-03
 9 | -1.568903e-13 | 1.260e-14 | 5.308e-07 | 1.455e-05
10 | -1.163682e-14 | 5.924e-18 | 4.869e-09 | 9.782e-08
Largest-modulus eigenvalue = 1.613350 hartree
Rank-3 HS error: eigenvalues 0.267315, search 0.267315 eV
Rank-4 error without weights = 0.043049 eV
Local well: depth 150.0 eV, width 1.00 angstrom
Oscillator reference length = 0.50 angstrom
Bound p energy: cutoff basis -55.81504, real space -55.82443 eV
N | optimal error | oscillator-KB error | p-energy shift (all eV)
1 | 1.750686e+01 | 7.919284e+01 |  1.169187e+01
2 | 4.929752e+00 | 2.786373e+01 | -1.499246e-02
3 | 2.644160e-01 | 6.292347e-01 | -1.656588e-02
4 | 3.926049e-02 | 5.086705e-01 |  4.544626e-03
5 | 4.968561e-05 | 6.673493e-03 |  1.152145e-06
6 | 3.645523e-08 | 6.252840e-06 |  3.110756e-10
Projector tolerance = 1.0 meV
cutoff (eV) | c | projectors needed | guaranteed upper count
125 | 5.7279 | 3 | 8
500 | 11.4558 | 5 | 15
2000 | 22.9115 | 9 | 28
8000 | 45.8230 | 16 | 52
Last doubling of c: added 7 projectors; change in c/pi = 7.2930
```
